\section*{Saturation Voltage of a Thin-Film Transistor with Velocity Saturation}

\section{The situation and the model}

When the drain voltage of a thin-film transistor is raised, two things happen along its channel. The gate holds fewer electrons near the drain, and the electrons there must move faster to carry the same current. If their speed has an upper limit, the current stops growing before the charge at the drain has vanished. The saturation voltage then lies below the overdrive, by an amount that depends on channel length.

Consider an n-channel device of width $W$ and length $L$, with the source at $x=0$ and the drain at $x=L$. The channel potential $V(x)$ rises from $0$ to $V_d\ge0$. The overdrive $V_o>0$ is the gate voltage minus the threshold voltage, both measured from the source. We write $E=dV/dx\ge0$ for the magnitude of the lateral field and count charge and current as positive magnitudes. The algebra is in atomic units, so the elementary charge is 1 and a gate insulator of thickness $t$ and relative permittivity $\kappa$ has capacitance per area $C=\kappa/(4\pi t)$.

In the gradual-channel approximation the gate alone sets the local sheet charge, $C(V_o-V)$. The drift speed is
\begin{equation}
v(E)=\frac{\mu E}{1+E/E_c},
\label{eq:speed}
\end{equation}
with constant low-field mobility $\mu$ and critical field $E_c$. At $E=E_c$ the speed is half its limit $\mu E_c$, which is approached only as $E\to\infty$. Diffusion, leakage, contact resistance and heating are left out here; their sizes are estimated at the end.

\section{Current below saturation}

In steady state the same current crosses every section of the channel:
\begin{equation}
I=WC(V_o-V)\frac{\mu E}{1+E/E_c}.
\label{eq:continuity}
\end{equation}
It is convenient to divide out the constants and define $i=I/(WC\mu)$. Multiplying by $1+E/E_c$ and using $E=dV/dx$ gives
\begin{equation}
i\left(1+\frac1{E_c}\frac{dV}{dx}\right)=(V_o-V)\frac{dV}{dx}.
\end{equation}
Since $i$ does not depend on $x$, integration from source to drain gives
\begin{equation}
i\left(L+\frac{V_d}{E_c}\right)=V_oV_d-\frac{V_d^2}{2}.
\label{eq:integrated}
\end{equation}
With the voltage scale $V_L=E_cL$, the current is therefore
\begin{equation}
I=\frac{WC\mu}{L}\,
\frac{V_oV_d-V_d^2/2}{1+V_d/V_L}.
\label{eq:current}
\end{equation}
The numerator is the constant-mobility result. The denominator is the reduction caused by the speed limit.

\section{The maximum}

Differentiate Eq.~\eqref{eq:current} with respect to $V_d$ at fixed $V_o$. Apart from the factor $WC\mu/L$ and the positive denominator $(1+V_d/V_L)^2$, the result is
\begin{align}
&(V_o-V_d)\left(1+\frac{V_d}{V_L}\right)
-\frac1{V_L}\left(V_oV_d-\frac{V_d^2}{2}\right)\nonumber\\
&=V_o-V_d+\frac{V_oV_d-V_d^2-V_oV_d+V_d^2/2}{V_L}\nonumber\\
&=V_o-V_d-\frac{V_d^2}{2V_L}.
\end{align}
Hence
\begin{equation}
\frac{\partial I}{\partial V_d}=\frac{WC\mu}{L}\,
\frac{V_o-V_d-V_d^2/(2V_L)}{(1+V_d/V_L)^2}.
\label{eq:gd}
\end{equation}
The numerator equals $V_o>0$ at $V_d=0$ and decreases steadily for $V_d>0$. It changes sign once, from positive to negative, so the current has a single maximum. Its position satisfies
\begin{equation}
V_{\rm sat}^2+2V_LV_{\rm sat}-2V_LV_o=0.
\label{eq:quadratic}
\end{equation}
The roots are $-V_L\pm\sqrt{V_L^2+2V_LV_o}$, and the positive one is
\begin{equation}
V_{\rm sat}=E_cL\left[\sqrt{1+\frac{2V_o}{E_cL}}-1\right].
\label{eq:vsat}
\end{equation}

To find the current there, differentiate Eq.~\eqref{eq:integrated} instead:
\begin{equation}
\frac{di}{dV_d}\left(L+\frac{V_d}{E_c}\right)
=V_o-V_d-\frac{i}{E_c}.
\label{eq:slope}
\end{equation}
At the maximum the left side vanishes, so $i=E_c(V_o-V_{\rm sat})$. Equation~\eqref{eq:quadratic} also gives $V_o-V_{\rm sat}=V_{\rm sat}^2/(2E_cL)$. The saturation current thus has two equivalent forms:
\begin{equation}
I_{\rm sat}=WC\mu E_c(V_o-V_{\rm sat})
=\frac{WC\mu}{2L}V_{\rm sat}^2.
\label{eq:isat}
\end{equation}
The first says that the charge left at the drain moves at the limiting speed. The second is the constant-mobility square law with the overdrive replaced by $V_{\rm sat}$.

\section{Why the falling branch is discarded}

Beyond $V_{\rm sat}$, Eq.~\eqref{eq:current} gives a falling current. This branch is not a solution of the model. The drain speed that it requires is $I/[WC(V_o-V_d)]=\mu i/(V_o-V_d)$. By Eq.~\eqref{eq:slope}, a negative slope means $i>E_c(V_o-V_d)$, and hence a required speed above $\mu E_c$. No field in Eq.~\eqref{eq:speed} supplies it. This argument applies for $V_d<V_o$. At $V_d\ge V_o$ the charge assigned to the drain is zero or negative, so no electrons are there to carry the current.

The same limit follows without differentiating the current. Solving Eq.~\eqref{eq:continuity} for the field gives
\begin{equation}
E=\frac{i}{V_o-V-i/E_c}.
\label{eq:field}
\end{equation}
For a given current the potential can rise only to $V_*=V_o-i/E_c$, where the field diverges. The length used up on the way is
\begin{align}
X(i)&=\int_0^{V_*}\frac{dV}{E}
=\frac1i\int_0^{V_*}(V_*-V)\,dV
=\frac{V_*^2}{2i}\nonumber\\
&=\frac{(V_o-i/E_c)^2}{2i}.
\label{eq:span}
\end{align}
As $i$ grows from $0$ to $E_cV_o$, the numerator falls and the denominator rises, so $X$ decreases. A current can span the channel only if $X(i)\ge L$. The largest such current has $V_*^2=2iL=2E_cL(V_o-V_*)$, which is Eq.~\eqref{eq:quadratic} again.

For $V_d>V_{\rm sat}$ a simple continuation is to hold the current at $I_{\rm sat}$ and let the excess voltage drop in a short region at the drain. That is an added assumption. The present equations do not describe this region, and they give no output conductance in saturation.

\section{Potential and charge at saturation}

Put $i=E_c(V_o-V_{\rm sat})$ into Eq.~\eqref{eq:field}. The denominator becomes $V_{\rm sat}-V$, so
\begin{equation}
(V_{\rm sat}-V)\frac{dV}{dx}=E_c(V_o-V_{\rm sat})
=\frac{V_{\rm sat}^2}{2L}.
\end{equation}
Integration from the source gives $V_{\rm sat}^2-(V_{\rm sat}-V)^2=V_{\rm sat}^2x/L$. Taking the root with $V\le V_{\rm sat}$,
\begin{equation}
V=V_{\rm sat}\left[1-\sqrt{1-\frac xL}\right],\qquad
E=\frac{V_{\rm sat}}{2L\sqrt{1-x/L}}.
\label{eq:profile}
\end{equation}
The field is singular at the drain, although the charge there is finite. A rapidly changing lateral field contradicts the gradual-channel approximation, so the model fails first at the drain.

The profile also gives the channel charge at saturation. Since $\int_0^L\sqrt{1-x/L}\,dx=2L/3$,
\begin{equation}
Q_{\rm sat}=WC\int_0^L(V_o-V)\,dx
=WCL\left(V_o-\frac{V_{\rm sat}}3\right).
\end{equation}
For $V_{\rm sat}\to V_o$ this becomes the constant-mobility value $2WCLV_o/3$.

\section{Long and short channels}

Let $u=V_o/(E_cL)$. For $2u<1$ the binomial series $\sqrt{1+2u}=1+u-u^2/2+u^3/2-\cdots$ converges, and
\begin{equation}
V_{\rm sat}=V_o-\frac{V_o^2}{2E_cL}
+\frac{V_o^3}{2E_c^2L^2}-\cdots .
\label{eq:long}
\end{equation}
The saturation voltage approaches the overdrive when $E_cL\gg V_o$. ``Long'' is therefore a statement about the ratio of overdrive to $E_cL$, not about length alone. Squaring the leading terms in Eq.~\eqref{eq:isat} gives
\begin{equation}
I_{\rm sat}\simeq\frac{WC\mu V_o^2}{2L}
\left(1-\frac{V_o}{E_cL}\right),
\end{equation}
so to leading order the relative loss of current is twice that of saturation voltage.

A bound valid at any length follows from $V_o-V_{\rm sat}=V_{\rm sat}^2/(2E_cL)$ and $V_{\rm sat}<V_o$:
\begin{equation}
0<\frac{V_o-V_{\rm sat}}{V_o}<\frac{V_o}{2E_cL}.
\label{eq:bound}
\end{equation}
Within this model, $L\ge V_o/(2\delta E_c)$ is thus sufficient to keep the relative deficit below $\delta$.

In the opposite limit, $u\gg1$, the square root dominates:
\begin{equation}
V_{\rm sat}\simeq\sqrt{2E_cLV_o},\qquad
I_{\rm sat}\to WC\mu E_cV_o.
\end{equation}
The current loses its dependence on length because even at the source, where the charge per area is $CV_o$, the electrons move at nearly the limiting speed. This limit is formal: at fixed film thicknesses, a sufficiently short channel is no longer controlled by the gate alone.

\section{Form for implementation}

Equation~\eqref{eq:vsat} subtracts nearly equal numbers when the channel is long. With $s=\sqrt{1+2V_o/V_L}$, multiply and divide by $s+1$ and use $s^2-1=2V_o/V_L$:
\begin{equation}
V_{\rm sat}=V_L\frac{s^2-1}{s+1}=\frac{2V_o}{1+s}.
\label{eq:stable}
\end{equation}
This form avoids the cancellation and shows directly that $V_{\rm sat}<V_o$. For $V_o>0$ and $V_d\ge0$, use Eq.~\eqref{eq:current} with $V_d$ replaced by $\min(V_d,V_{\rm sat})$. For $V_d<0$, exchange source and drain and measure the overdrive from the new source. If the overdrive measured from the source in use is zero or negative, this model has no channel; a subthreshold current needs a separate description.

The clamped current has continuous first derivatives. The drain derivative, Eq.~\eqref{eq:gd}, reaches zero at $V_{\rm sat}$. The gate derivative below saturation is
\begin{equation}
\frac{\partial I}{\partial V_o}
=\frac{WC\mu}{L}\frac{V_d}{1+V_d/V_L}.
\end{equation}
At $V_d=V_{\rm sat}=V_L(s-1)$ it equals $WC\mu E_c(1-1/s)$. In saturation, $dV_{\rm sat}/dV_o=1/s$, and the first form of Eq.~\eqref{eq:isat} gives the same value. The second drain derivative jumps from $-WC\mu/(Ls)$ to zero at $V_{\rm sat}$. With the exchange of source and drain it also jumps at $V_d=0$, from $(WC\mu/L)(-1+2V_o/V_L)$ on the negative side to $(WC\mu/L)(-1-2V_o/V_L)$ on the positive side. Both jumps matter to a solver that needs smooth second derivatives.

\section{Worked example}

Take rough values for a short-channel amorphous indium gallium zinc oxide transistor with a hafnium oxide gate insulator: $\mu=10$ cm$^2$/Vs, limiting speed $3\times10^6$ cm/s, $L=50$ nm and $V_o=1$ V. Both films are 10 nm thick, with relative permittivities 18 (insulator) and 12 (semiconductor). Then $C=1.594$ $\mu$F/cm$^2$, and
\begin{equation}
E_c=\frac{3\times10^6}{10}\ {\rm V/cm}=0.30\ {\rm MV/cm},
\qquad E_cL=1.5\ {\rm V}.
\end{equation}
Here $s=\sqrt{1+2/1.5}=1.528$, and Eq.~\eqref{eq:stable} gives
\begin{equation}
V_{\rm sat}=\frac{2}{2.528}\ {\rm V}=0.791\ {\rm V}.
\end{equation}
In the other units, an electron loses 0.791 eV of potential energy along 500 angstrom, and $E_c$ corresponds to a force of 0.0030 eV/angstrom. Since $2u=1.33$, the series in Eq.~\eqref{eq:long} does not converge here and the closed form is needed.

The drain retains $0.209$ V of overdrive, so
\begin{equation}
\frac{I_{\rm sat}}W=(1.594\times10^{-6})(3\times10^6)(0.2087)
\ {\rm A/cm}=99.8\ \mu{\rm A}/\mu{\rm m}.
\end{equation}
The constant-mobility square law would give 159.4 $\mu$A/$\mu$m; the ratio is $0.791^2=0.626$. At $V_d=1$ V the unclamped formula falls to 95.6 $\mu$A/$\mu$m. The drain speed it requires is 0.72 of the limit at $0.9V_{\rm sat}$, but 1.60 times the limit at $1.1V_{\rm sat}$.

As an independent test, Eq.~\eqref{eq:speed} was inverted numerically and the channel length integrated without Eq.~\eqref{eq:current}. The largest current able to span 20, 50 and 1000 nm reproduced Eq.~\eqref{eq:vsat} within $10^{-6}$ V in each case.

With overdrive, mobility, critical field and capacitance fixed, length has this effect:
\begin{center}
\begin{tabular}{rrr}
$L$ (nm) & $V_{\rm sat}$ (V) & $I_{\rm sat}/W$ ($\mu$A/$\mu$m)\\
20 & 0.649 & 167.8\\
50 & 0.791 & 99.8\\
200 & 0.928 & 34.3\\
1000 & 0.984 & 7.71\\
10000 & 0.998 & 0.79
\end{tabular}
\end{center}
At 1000 nm, $E_cL=30$ V and the bound on the relative deficit is $1/60=1.7\%$; the actual deficit is 1.6\%.

\section{What the example leaves out}

\subsection{Electrostatics near the drain}

The lateral field changes the charge balance by $\kappa_st_s(dE/dx)/(4\pi)$ per area, where $\kappa_s$ and $t_s$ belong to the semiconductor film. Relative to the gate-controlled charge this is
\begin{equation}
r=\frac{\lambda^2}{V_o-V}\frac{dE}{dx},\qquad
\lambda^2=\frac{\kappa_s t_s t}{\kappa}.
\end{equation}
Here $\lambda=8.2$ nm. With $dE/dx=V_{\rm sat}(1-x/L)^{-3/2}/(4L^2)$ from Eq.~\eqref{eq:profile}, $r$ is 0.005 at the source but exceeds 0.1 in the last 10 nm, a fifth of the channel. This locates the failure; it is not an error estimate for the current.

In the off state, a simple model with $d^2\phi/dx^2=\phi/\lambda^2$, $\phi(0)=0$ and $\phi(L)=V_{\rm sat}$ gives a mid-channel lift $V_{\rm sat}/[2\cosh(L/2\lambda)]=0.037$ V. This is only a rough estimate, because the one-dimensional equation assumes films thin compared with $\lambda$, and here both are thicker. Laplace's equation solved in the two films, with contacts that overlap the gate and reach through the whole film thickness, and with no field lines leaving the top surface, gives about 0.06 V at the insulator interface and 0.10 V at the top of the film. These values depend strongly on geometry: contacts lying on top of a depleted film give about 0.03 and 0.05 V, while a silicon dioxide cover over through-film contacts gives about 0.08 and 0.16 V. Drain influence on the threshold is therefore not negligible at 50 nm.

\subsection{Diffusion}

Let $n=C(V_o-V)$ be the sheet density and $\zeta$ the chemical potential measured from the band edge. If diffusion is governed by the same local mobility as drift, their ratio is $(d\zeta/dn)|dn/dx|/E=C/(dn/d\zeta)$. For one isotropic parabolic subband of mass $m$, the density of states is $g=m/\pi$. With thermal energy $T$, $n=gT\ln(1+e^{\zeta/T})$ and $dn/d\zeta=g(1-e^{-n/gT})$. For $m=0.34$ electron masses at 300 K, diffusion adds 7.5\% to drift at the source and 16\% at the drain, for the potential profile found above. The source value $n/g=0.070$ eV exceeds $T=0.026$ eV, so the filling is degenerate there in this band model. The model itself is doubtful at so low a mobility: the mean free path it implies at the source, about 0.5 nm, is shorter than the inverse Fermi wavenumber, 1.3 nm. Higher subbands of the 10 nm film are also occupied; in a self-consistent effective-mass estimate they hold 14\% of the electrons at the source and 23\% at the drain, and the ratios fall to about 6\% and 15\%. The percentages therefore indicate only the order of magnitude.

\subsection{Contacts, mobility and heat}

With resistances $R_s$ and $R_d$ at source and drain, the inner overdrive is $V_o-IR_s$ and the terminal saturation voltage is the inner one plus $I(R_s+R_d)$. For a rough 500 $\Omega\,\mu$m at each contact, the self-consistent result is 92.3 $\mu$A/$\mu$m and 0.853 V. Each contact drops 0.046 V.

In amorphous oxides the mobility can depend on carrier density. If it varies as $(V_o-V)^{0.2}$, equals 10 cm$^2$/Vs at the source, and $E_c$ is held fixed, the maximum moves to 0.747 V. Fixing $E_c$ makes the limiting speed fall along with the mobility; if the limiting speed is held fixed instead, the saturation voltage rises slightly, to 0.80 V. The sign of this shift thus depends on which parameter is kept.

The dissipated power is $I_{\rm sat}V_{\rm sat}/W=0.079$ mW/$\mu$m. Spreading it uniformly over the channel and removing it through 100 nm of silicon dioxide, of conductivity 1.4 W/(m K), to a cold substrate gives a steady rise of about 44 K averaged over the channel. With the heat distributed as $IE$, which is concentrated at the drain, the rise runs from about 28 K at the source to 53 K at the drain. With an assumed mobility activation energy of 0.02 eV, mobility rises by 10\%. At fixed limiting speed this lowers $E_c$, and $V_{\rm sat}$ becomes 0.778 V. Heat flow into the metal and feedback of the changed current on the temperature are not included.

\subsection{The gate insulator and the real device}

The value of $C$ used above is that of the insulator alone. The electrons lie a few nanometres inside the film and have a finite density of states. In an effective-mass estimate this lowers the gate capacitance by about 20\% at the source and 30\% at the drain, which by itself would lower the currents quoted above.

The overdrive contributes 1 MV/cm to the insulator field, against a rough breakdown field of 4 MV/cm. For a 2 eV barrier and a tunnelling mass of 0.2 electron masses, the semiclassical transmission factor is $e^{-56}$. Direct tunnelling is negligible in this estimate, which says nothing about leakage through defects.

The mobility is ordinary for this material, while 50 nm is much shorter than the micrometre-scale channels of display transistors. The limiting speed is only a rough assumption. Halving it at fixed mobility gives $E_cL=0.75$ V and $V_{\rm sat}=2/(1+\sqrt{1+2/0.75})=0.69$ V. This is a shift of $-13\%$. Among the three omitted effects for which a saturation voltage was computed above, contact resistance causes the largest shift, $+8\%$; density-dependent mobility gives $-6\%$ at fixed $E_c$ ($+1\%$ at fixed limiting speed) and heating $-2\%$ at fixed limiting speed. These shifts interact and should not simply be added. For a device like this one, the closed formula is a starting value for a fit or a fuller simulation, and with shifts of this size even its second digit has no predictive meaning. The remaining values are in the numerical output below.

\section*{Computed results}
\begin{verbatim}
Mobility: 10.0 cm2/Vs
Limiting speed: 3.00e+06 cm/s
Channel length: 50 nm
Channel length converted: 500 angstrom
Overdrive: 1.00 V
Gate insulator and film thickness: 10, 10 nm
Relative permittivity, insulator and film: 18, 12
Gate capacitance: 1.594 uF/cm2
Critical field Ec: 0.300 MV/cm
Critical force e*Ec: 0.0030 eV/angstrom
Ec*L: 1.500 V
Vsat, formula: 0.7913 V
Vsat, from largest spanning current: 0.7913 V
Electron energy drop e*Vsat: 0.7913 eV
Vo - Vsat: 0.2087 V
Saturation current per width: 99.79 uA/um
Square-law current without velocity limit: 159.38 uA/um
Current at 0.4 V: 80.53 uA/um
Formula current at Vd = Vo (discarded): 95.63 uA/um
Demanded drain speed at 0.9 Vsat: 0.720 limit
Demanded drain speed at 1.1 Vsat: 1.600 limit
L = 20 nm: Vsat = 0.6490 V, I/W = 167.822 uA/um
L = 50 nm: Vsat = 0.7913 V, I/W = 99.791 uA/um
L = 200 nm: Vsat = 0.9282 V, I/W = 34.328 uA/um
L = 1000 nm: Vsat = 0.9839 V, I/W = 7.714 uA/um
L = 10000 nm: Vsat = 0.9983 V, I/W = 0.794 uA/um
Source field at saturation: 0.0791 MV/cm
Electrostatic length: 8.16 nm
Field one such length from drain: 0.196 MV/cm
Lateral/gate charge ratio at source: 0.0053
Drain zone with ratio above 0.1: 10.26 nm
Off-state mid-channel lift by drain: 0.0370 V
Temperature: 300 K; thermal energy: 0.0259 eV
Effective mass: 0.34 electron masses
Source sheet density: 9.95e+12 cm^-2
Density / density of states: 0.0700 eV
Diffusion/drift at source: 0.075
Diffusion/drift at drain: 0.162
Mean free path estimate: 0.52 nm
Resistance of each contact: 500 ohm um
With contacts: Vsat = 0.8532 V, I/W = 92.27 uA/um
Density-dependent mobility exponent: 0.20
Vsat with density-dependent mobility: 0.7467 V
Oxide below: 100 nm, 1.4 W/(m K)
Power per width: 0.0790 mW/um
Steady temperature rise estimate: 43.9 K
Mobility activation energy: 0.020 eV
Hot mobility factor: 1.104; hot Vsat: 0.7776 V
Gate insulator field: 1.00 MV/cm
Rough breakdown field: 4.0 MV/cm
Tunnel barrier: 2.0 eV; mass: 0.20 electron masses
Tunnelling exponent: 55.9 (probability exp(-exponent))
\end{verbatim}
